# Kohlrausch's voltage-temperature relation and thermal breakdown of a slab, part 2

A poorly conducting slab, $0<x<d$, lies between two metal plates and is heated by its own current. The question is how hot it becomes at a given voltage $V$, and whether there is a voltage beyond which cooling fails. Current and heat flow along $x$ only. Unless stated otherwise, both faces are held at $T_0$ and no heat leaves through the sides. SI units are used, and a prime denotes $d/dx$.

The thermal and electrical conductivities $\kappa(T)$ and $\sigma(T)$ depend on the local temperature alone. The current density $J>0$ is uniform. The potential $\phi$, with $\phi'=-J/\sigma$, is measured from the hottest plane $x_m$, where $T=T_m$. The earlier stages established

$$\kappa T'=J\phi,\qquad
\phi\,\phi'=-\frac{\kappa}{\sigma}\,T',\qquad
\phi^2=2\int_T^{T_m}\frac{\kappa}{\sigma}\,d\tau,$$

Kohlrausch's relation and the current formula

$$V^2=8\int_{T_0}^{T_m}\frac{\kappa}{\sigma}\,dT,\qquad
Jd=2\int_{T_0}^{T_m}\frac{\kappa(T)}{|\phi(T)|}\,dT .$$

The hottest plane is the midplane, and the heat flux out of each face is $JV/2$. The voltage rises steadily with $T_m$, without a turning point, so breakdown depends on whether the curve $V(T_m)$ levels off.

For constant coefficients (Stage 1),

$$T_m-T_0=\frac{\sigma V^2}{8\kappa}.$$

For unequal face temperatures $T_1\le T_2$ and an interior maximum, the two-root formula is $V=\sqrt{2I_1}+\sqrt{2I_2}$, where $I_1$ and $I_2$ are the integrals of $\kappa/\sigma$ from $T_1$ and $T_2$ to $T_m$.

The numerical model has $T_0=300$ K, $d=1$ cm and

$$\kappa(T)=\kappa_0\frac{T_0}{T},\qquad
\sigma(T)=\sigma_0\exp\left[-\theta\left(\frac1T-\frac1{T_0}\right)\right],$$

with $\kappa_0=1$ W/(m K), $\sigma_0=10^{-6}$ S/m, $W=0.5$ eV and $\theta=W/k_B=5802.3$ K, where $W$ is the activation energy and $k_B$ Boltzmann's constant. The boundary-value solver used for tests solves the heat and charge equations directly, with the face temperatures and voltage prescribed and the current unknown. At 10.3089 kV it gives $T_m=330.017$ K and $J=3.1544\ \mathrm{A/m^2}$.

### Stage 6: an exponential conductivity

Take $\kappa=\kappa_0$ constant and

$$\sigma(T)=\sigma_0e^{a(T-T_0)},\qquad a>0 .$$

The integral is elementary:

$$V^2=\frac{8\kappa_0}{\sigma_0}\int_{T_0}^{T_m}e^{-a(T-T_0)}\,dT
=V_\infty^2\left[1-e^{-a(T_m-T_0)}\right],
\qquad V_\infty^2=\frac{8\kappa_0}{\sigma_0a}.$$

For $a(T_m-T_0)\ll1$ the bracket reduces to $a(T_m-T_0)$, and Stage 1 is recovered. For large $T_m$ the voltage tends to the finite value $V_\infty$. At or above $V_\infty$ this model has no steady state at all.

The current shows how the limit is approached. Put $s=e^{-a(T-T_0)}$, with $s_m$ its value at $T_m$. Then $dT=-ds/(as)$, and

$$\phi^2=\frac{2\kappa_0}{\sigma_0a}(s-s_m).$$

Reversing the limits absorbs the minus sign:

$$Jd=\frac{2\kappa_0}{a}\sqrt{\frac{\sigma_0a}{2\kappa_0}}
\int_{s_m}^1\frac{ds}{s\sqrt{s-s_m}} .$$

The substitution $s=s_m+r^2$ turns the integral into

$$\int_0^{\sqrt{1-s_m}}\frac{2\,dr}{s_m+r^2}
=\frac{2}{\sqrt{s_m}}\arctan\sqrt{\frac{1-s_m}{s_m}} .$$

The prefactor equals $\sqrt{2\kappa_0\sigma_0/a}=\sigma_0V_\infty/2$. With $v=V/V_\infty$ the voltage formula says $s_m=1-v^2$, and $\arctan(v/\sqrt{1-v^2})=\arcsin v$. Therefore

$$Jd=\sigma_0V_\infty\,\frac{\arcsin v}{\sqrt{1-v^2}} .$$

At small $v$ this is $\sigma_0V$, the ohmic current of the cold slab. As $v\to1$ it diverges. The right side increases continuously from zero to infinity, so a steady state exists for every prescribed current, while a prescribed voltage must stay below $V_\infty$. Whether such a state is stable under a current source is a separate question, not treated here.

The temperature formula was tested with the boundary-value solver for $a=0.06447\ \mathrm{K^{-1}}$. At $V=0.9V_\infty$ it predicts

$$T_m=300\ \mathrm K-\frac{\ln(1-0.81)}{0.06447\ \mathrm{K^{-1}}}=325.8\ \mathrm K,$$

and the numerical solution agrees within the test tolerance of 0.001 K.

### Stage 7: the Arrhenius conductivity

An Arrhenius conductivity saturates at high temperature, and this changes the strict mathematical answer. Let $z=\theta/T$, $z_0=\theta/T_0$ and $z_m=\theta/T_m$. For the numerical model

$$\frac{\kappa}{\sigma}=\frac{\kappa_0T_0}{\sigma_0T}\,e^{z-z_0},
\qquad \frac{dT}{T}=-\frac{dz}{z},$$

so that

$$\int_{T_0}^{T_m}\frac{\kappa}{\sigma}\,dT
=\frac{\kappa_0T_0}{\sigma_0}\,e^{-z_0}\int_{z_m}^{z_0}\frac{e^z}{z}\,dz .$$

The last integral is the difference $\mathrm{Ei}(z_0)-\mathrm{Ei}(z_m)$ of exponential integrals. When $T_m\to\infty$, $z_m\to0$ and the integrand behaves as $1/z$. The integral then grows as $\ln T_m$, without limit. Strictly, this model has a steady state at every voltage.

The growth is so slow that it has no practical meaning. The table lists steady states of the model.

| $T_m$ (K) | $V$ (kV) | $J$ (A/m²) |
|---:|---:|---:|
| 310 | 7.645 | 1.15 |
| 320 | 9.451 | 2.06 |
| 350 | 11.024 | 6.13 |
| 400 | 11.397 | 20.5 |
| 500 | 11.454 | 100 |
| 1000 | 11.459 | 2480 |

Between 500 K and 1000 K the voltage rises by 0.04%, and the current by a factor of about 25. A real material would melt, decompose or change its conduction mechanism somewhere along this curve. A breakdown voltage is therefore defined by a ceiling temperature that the material must not exceed. With a ceiling of 500 K,

$$V_b=\sqrt{8\times1.6400\times10^7}\ \mathrm V=11.45\ \mathrm{kV}.$$

The table shows that any ceiling between 400 K and 1000 K gives the same value to within about 0.5%; a much lower ceiling would reduce it noticeably. The sensitivity of the temperature makes the same point. From $2V\,dV=8(\kappa/\sigma)\,dT_m$,

$$\frac{dT_m}{dV}=\frac{V\sigma(T_m)}{4\kappa(T_m)} .$$

At 500 K, $\kappa=0.6$ W/(m K) and $\sigma=10^{-6}e^{7.736}$ S/m, or $2.29\times10^{-3}$ S/m. The slope is then about 11 K per volt, at a voltage of more than eleven thousand volts.

A simple estimate follows when $z_0\gg1$. The integral over $z$ is dominated by its upper end, and repeated integration by parts gives

$$e^{-z_0}\int_{z_m}^{z_0}\frac{e^z}{z}\,dz\approx
\frac1{z_0}\left(1+\frac1{z_0}+\frac2{z_0^2}+\dots\right),$$

where the terms from the lower end are smaller by about $e^{-(z_0-z_m)}$ and have been dropped. The leading term yields

$$V_b\approx\sqrt{\frac{8\kappa_0k_BT_0^2}{\sigma_0W}} .$$

This is $V_\infty$ of Stage 6 with $a=\theta/T_0^2$, the logarithmic slope of the Arrhenius law at $T_0$. In numbers, $a=0.06447\ \mathrm{K^{-1}}$ and the estimate is 11.14 kV, which is 2.7% below $V_b$. The correction terms account for the difference: with $z_0=19.34$ the bracket is 1.057, its square root is 1.028, and $1.028\times11.14$ kV is 11.45 kV.

### Where the voltage falls

The slab at its ceiling temperature is far from uniform. Half of the voltage lies on each side of the midplane. From the relation for $\phi^2$, the fraction of the voltage that falls in material hotter than $T$ is

$$\left[\frac{\int_T^{T_m}(\kappa/\sigma)\,d\tau}{\int_{T_0}^{T_m}(\kappa/\sigma)\,d\tau}\right]^{1/2}.$$

For $T=350$ K and $T_m=500$ K the printed integrals give $\sqrt{(1.6400-1.5192)/1.6400}=0.27$. Hence 73% of the voltage falls in the layers cooler than 350 K, next to the plates.

The field at a face is $J/\sigma_0$. With $J=100\ \mathrm{A/m^2}$ it is $1.0\times10^8$ V/m, almost ninety times the mean field of 1.145 MV/m. The temperature gradient at the face is $JV_b/(2\kappa_0)$, or $5.7\times10^5$ K/m. The gradient decreases inwards, so the distance over which the temperature rises by $1/a=15.5$ K, enough to raise the conductivity by roughly a factor of $e$, is somewhat larger than the linear estimate of 27 µm.

These numbers limit the model. A face field of 100 MV/m exceeds the electric strength of most insulators at a thickness of 1 cm, so electrical breakdown would be expected before this state is reached. Even at lower fields the conductivity may depend on the field, and the assumption $\sigma=\sigma(T)$ is then least secure in the layers that hold most of the voltage. For a given $T_m$ the product $Jd$ is fixed, so the face field grows as $1/d$, and the thickness-independent voltage cannot be applied to arbitrarily thin slabs. At 10.31 kV, by contrast, the face field is 3.15 MV/m, about three times the mean.

### Stage 8: heating in time

The steady relation does not by itself say what a slab does after the voltage is switched on. With volumetric heat capacity $C$ the temperature obeys

$$C\frac{\partial T}{\partial t}
=\frac{\partial}{\partial x}\left(\kappa\frac{\partial T}{\partial x}\right)+\frac{J(t)^2}{\sigma},
\qquad
J(t)=\frac{V}{\int_0^d dx/\sigma}.$$

The second equation follows from integrating the field $J/\sigma$ across the slab at fixed voltage. It assumes that the current is uniform at each instant, so the displacement current during switching is left out.

This equation was solved on a grid for an initially cold slab with $C=2\times10^6\ \mathrm{J/(m^3\,K)}$. At $0.95V_b=10.88$ kV the temperature settles with a maximum of 344.0 K. Kohlrausch's relation predicts 343.9 K; before rounding the two differ by 0.19 K. Through the slope $dT_m/dV$, this corresponds to about 0.05% in voltage, within the test tolerance of 0.1%. The difference is an error of the finite grid: it falls by a factor of about four each time the number of cells is doubled.

A slab of twice the thickness settles at the same maximum. This is what scaling requires: with $x$ measured in units of $d$ and $t$ in units of $d^2$, the thickness disappears from the temperature equation at fixed voltage. The thicker slab needs four times as long to reach the same stage.

At $1.05V_b=12.03$ kV the hottest point passes 500 K after about 200 s (198 s on the grid used, which is not converged: finer resolution raises it by about 3%, to 205 s). The scale of this time is $Cd^2/\kappa_0=200$ s, the time for heat to diffuse through the slab, up to a numerical factor. The close agreement of the two numbers is accidental: the time to reach the ceiling grows without limit as the voltage is lowered towards $V_b$, and shortens at higher voltage. The calculation stops at the ceiling and says nothing about later events. Its last part is also beyond the range of the model for most real insulators: when the hottest point reaches 500 K, the field at the faces exceeds 100 MV/m, and electrical breakdown would be expected earlier.

The strict Arrhenius model does have a steady state at this voltage, but not a physical one. The required integral is $V^2/8=1.808\times10^7\ \mathrm{V^2}$, against $1.641\times10^7\ \mathrm{V^2}$ at 1000 K. At very high temperature the integral grows as $(\kappa_0T_0/\sigma_\infty)\ln T_m$, where $\sigma_\infty=\sigma_0e^{z_0}$ is about 251 S/m, so the coefficient is about $1.2\ \mathrm{V^2}$. The missing $1.67\times10^6\ \mathrm{V^2}$ would need $\ln T_m$ to grow by about 1.4 million.

### Stage 9: imperfect cooling and other failures

**Heat loss through the sides.** Let a volume element lose heat at the rate $G(T-T_0)$, with $G>0$. The balance becomes

$$(\kappa T'-J\phi)'=G(T-T_0).$$

The interior is warmer than $T_0$. If it were not, $T$ would have an interior minimum with $T\le T_0$, where $(\kappa T')'=G(T-T_0)-J^2/\sigma$ would be negative, and that is impossible at a minimum. So $\kappa T'-J\phi$ increases with $x$. It vanishes at a hottest plane, where $\phi=0$ by definition, and is negative to its left. There $J\phi>\kappa T'$, and with $\phi'=-J/\sigma$,

$$\phi\,\phi'=-\frac{J\phi}{\sigma}<-\frac{\kappa}{\sigma}T'.$$

Integration from the left face to the hottest plane gives

$$\phi(0)^2>2\int_{T_0}^{T_m}\frac{\kappa}{\sigma}\,dT .$$

On the right $J\phi<\kappa T'$, and the same steps give the same lower bound for $\phi(d)^2$. Hence

$$V^2>8\int_{T_0}^{T_m}\frac{\kappa}{\sigma}\,dT .$$

A given maximum temperature now needs more voltage. With $G=2\times10^4\ \mathrm{W/(m^3\,K)}$ and 10.31 kV, the numerical maximum falls from 330.0 K to 319.6 K. The voltage is 9.6% above the one that Kohlrausch's relation assigns to 319.6 K.

**Plates that warm up.** The temperature $T_0$ is that of the slab faces. Suppose each face is joined to surroundings at $T_a$ through a thermal resistance $r$ per unit area. The flux $JV/2$ through each face then raises it to

$$T_0=T_a+\frac{rJV}{2}.$$

Kohlrausch's relation still holds between the faces, but $T_0$ now depends on the voltage. For a thin slab, $d\ll4\kappa r$, the rise inside the slab is small compared with the rise of the faces. This follows from Stage 1: the interior rise is $\sigma V^2/(8\kappa)$, the face rise is $r\sigma V^2/(2d)$, and their ratio is $d/(4\kappa r)$. The slab is then nearly uniform, $J=\sigma(T_0)V/d$, and

$$V^2=\frac{2d\,(T_0-T_a)}{r\,\sigma(T_0)} .$$

With $\sigma=\sigma_ae^{a(T_0-T_a)}$ and $u=a(T_0-T_a)$ this is proportional to $ue^{-u}$, whose derivative $(1-u)e^{-u}$ vanishes at $u=1$. The largest voltage is given by

$$V_{\max}^2=\frac{2d}{e\,r\,a\,\sigma_a},$$

where $e$ is the base of natural logarithms. Here the curve of voltage against temperature does turn over, and the breakdown voltage grows as $\sqrt d$. The absence of a turning point and the independence of thickness were derived for faces held at a fixed temperature and for a slab without side loss. They need not survive when either condition fails.

**Conductivity that depends on field or position.** The local equation $\phi\,\phi'=-(\kappa/\sigma)T'$ survives if $\sigma$ depends on the field. With $E$ the field, $J=\sigma(T,E)\,E$ determines the local field from the temperature and the current density, provided this equation has a single solution for $E$. At a given $J$ the ratio $\kappa/\sigma$ is then still a function of temperature, and the voltage relation keeps its form, but the integral depends on $J$ as well as on $T_m$. Since the current density at a given $T_m$ depends on thickness, $V(T_m)$ will in general depend on thickness too. If the coefficients depend explicitly on position, the integral requires the full profile in general, with one exception visible in the derivation: if $\kappa$ and $\sigma$ vary with position by a common factor, the ratio $\kappa/\sigma$ remains a function of temperature alone, and the voltage relation is unchanged.

**Voltage lost at the contacts.** In the relation, $V$ is the potential difference across the material itself. Any drop at the interface between plate and slab must be subtracted from the applied voltage first, and heat produced there must be included when the face temperature is determined.

The numerical values used in both halves are collected in the output that follows.

## Computed values

```
Face temperature T0 = 300 K
Thickness d = 1 cm
kappa(T0) = 1.0 W/(m K), sigma(T0) = 1.0e-06 S/m
Activation energy W = 0.50 eV, W/kB = 5802.3 K
W/(kB T0) = 19.341
Heat capacity = 2.0e+06 J/(m^3 K)
Ceiling temperature = 500 K
Steady states: Tm (K), integral (V^2), V (kV), J (A/m^2)
     310  7.3058e+06  7.6450  1.151
     320  1.1164e+07  9.4505  2.061
     350  1.5192e+07  11.0242  6.127
     400  1.6235e+07  11.3965  20.46
     500  1.6400e+07  11.4543  100.3
    1000  1.6413e+07  11.4587  2481
Breakdown voltage V(500 K) = 11.454 kV
Mean field at breakdown = 1.145 MV/m
Exponential coefficient a = W/(kB T0^2) = 0.06447 1/K
Exponential-law limiting voltage = 11.140 kV
Boundary-value solution at 0.90 of breakdown voltage:
  V = 10.3089 kV, Tm = 330.017 K
  V from relation at this Tm = 10.3089 kV
  J solved = 3.15438, formula = 3.15438 A/m^2
  heat flux out of each face = 16259.1 W/m^2
Unequal faces 300 K and 310 K, interior maximum:
  V = 8.0180 kV, Tm = 323.746 K
  two-root formula = 8.0180 kV
  equal-face formula = 9.8404 kV
Side loss 2.0e+04 W/(m^3 K) at V = 10.3089 kV:
  Tm = 319.604 K, V / V(relation) = 1.0964
Cold slab heated in time:
  V = 10.882 kV settles at Tm = 344.04 K
  relation predicts Tm = 343.85 K
  doubled thickness settles at Tm = 344.04 K
  V = 12.027 kV reaches ceiling after 198 s
```
